\section*{Optimum metal thickness for the inverse-spin-Hall voltage under spin backflow}

\section{The problem}

A magnetic insulator is covered by a metal film of thickness $t$. Its magnetization direction $\mathbf m$ precesses at angular frequency $\omega$ on a cone of fixed half-angle $\Theta$ about an in-plane axis $\mathbf a$. The precession pumps spin into the metal, where the inverse spin Hall effect turns the spin flow into a voltage between two electrodes. These are a distance $L\gg t$ apart, along the in-plane direction perpendicular to $\mathbf a$, and no current is drawn.

The metal has conductivity $\sigma$, spin diffusion length $\lambda$ and spin Hall angle of magnitude $\theta$. The interface has a real mixing conductance $g$ per unit area. Find the dc voltage $V(t)$. At what thickness is it largest when the interface returns nearly all of the pumped spin, and what must hold for that regime to be reached? Evaluate the result for
\[
\lambda=2\ \mathrm{nm},\quad \sigma^{-1}=200\ \mu\Omega\,\mathrm{cm},\quad g=10\ \mathrm{nm}^{-2},\quad \theta=0.15,
\]
a frequency of 10 GHz, $\Theta=0.5^\circ$ and $L=3$ mm.

The algebra uses atomic units, $\hbar=e=m_e=1$. Voltages are magnitudes, so the signs of the electron charge and of the spin Hall angle do not enter. The coordinate $z$ runs from the interface, $z=0$, to the free face, $z=t$, and $x=t/\lambda$.

\section{A tempting solution}

The precessing magnet emits a spin current density whose dc part is polarized along $\mathbf a$:
\begin{equation}
j_{\rm p}=\frac{g}{4\pi}F,\qquad F=\omega\sin^2\Theta .
\label{pump}
\end{equation}
This expression is correct, and it is derived below. It contains no property of the metal's interior, so it seems natural to take it as the current entering the film. The spin current decays by diffusion and vanishes at the free face:
\begin{equation}
j(z)=j_{\rm p}\,\frac{\sinh[(t-z)/\lambda]}{\sinh x}.
\label{wrongprofile}
\end{equation}
Its integral through the film is
\begin{equation}
\int_0^t j\,dz=\lambda j_{\rm p}\frac{\cosh x-1}{\sinh x}
=\lambda j_{\rm p}\tanh\frac{x}{2}.
\end{equation}
A spin current $j$ corresponds to a charge-equivalent current $2j$, because each electron carries spin $1/2$. The spin Hall effect therefore produces a transverse charge current $2\theta j$. In open circuit the conduction current $\sigma E t$ must balance its integral, and $V=EL$ gives
\begin{equation}
V_{\rm wrong}=\frac{2\theta L j_{\rm p}}{\sigma}\,\frac{\tanh(x/2)}{x}.
\label{wrong}
\end{equation}
The last factor falls steadily from $1/2$ at $x=0$. The conclusion would be that the voltage has no maximum at finite thickness and that the thinnest film is best.

\section{Where it fails}

The fault lies in the boundary condition, not in the diffusion or the circuit argument. To expose it, compute the spin accumulation that the tempting solution implies.

Let $\mu_s=\mu_\uparrow-\mu_\downarrow$ be the difference between the chemical potentials of the two spin directions. Each spin species has conductivity $\sigma/2$, so its particle current is $-(\sigma/2)\,\mu'_{\uparrow,\downarrow}$, where a prime means $d/dz$. Weighting the species by spin $\pm1/2$ gives
\begin{equation}
j=\frac12\left(-\frac{\sigma}{2}\mu_\uparrow'+\frac{\sigma}{2}\mu_\downarrow'\right)
=-\frac{\sigma}{4}\mu_s'.
\label{current}
\end{equation}
The accumulation obeys $\mu_s''=\mu_s/\lambda^2$. Differentiating (\ref{current}) gives $j'=-\sigma\mu_s/(4\lambda^2)$, or $\mu_s=-(4\lambda^2/\sigma)j'$. For a profile of the form (\ref{wrongprofile}) with entering current $j(0)$,
\begin{equation}
\mu_s(0)=\frac{4\lambda}{\sigma}\,j(0)\coth x .
\label{mu0}
\end{equation}
Inserting $j(0)=j_{\rm p}$ from (\ref{pump}) yields
\begin{equation}
\mu_s(0)=G\coth x\;F,\qquad G\equiv\frac{g\lambda}{\pi\sigma}.
\label{G}
\end{equation}
As $x\to0$ this diverges. A thin film has little volume in which spin can relax, so a fixed inflow could be sustained only by an unlimited accumulation. The interface cannot supply this. It also passes spin back, and the return flow grows with $\mu_s(0)$. The next section shows that the net flow stops when the accumulation reaches $F$, whereas (\ref{G}) exceeds $F$ whenever $G\coth x>1$.

\section{The right solution}

\subsection{The interface condition}

Let $\dot{\mathbf m}=\omega\,\mathbf a\times\mathbf m$. In a frame rotating with $\mathbf m$ the magnet is static, and the Hamiltonian of the metal's electrons becomes $H-\omega s_a$, with $s_a=\pm1/2$ the spin along $\mathbf a$. Electrons distributed according to this rotating-frame energy are in equilibrium with the static interface, and no spin flows. Seen from the laboratory, the two spin species then have chemical potentials shifted by $\pm\omega/2$, so the accumulation vector is $\boldsymbol\mu_s=\omega\mathbf a$.

The insulator has no conduction electrons to carry away spin parallel to $\mathbf m$. If absorption by thermal magnons is neglected, it takes up the transverse component alone. The mixing conductance counts fully absorbing channels: each carries a particle current $\mu_s/2\pi$ of excess spin, and each particle brings spin $1/2$, hence the factor $g/4\pi$. The transverse part of the no-flow value is
\begin{equation}
\omega\left[\mathbf a-\mathbf m(\mathbf m\cdot\mathbf a)\right]
=\mathbf m\times(\omega\mathbf a\times\mathbf m)=\mathbf m\times\dot{\mathbf m}.
\end{equation}
The spin current into the metal is linear in the departure from this value:
\begin{equation}
\mathbf j(0)=\frac{g}{4\pi}\left[\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu_{s,\perp}(0)\right].
\label{interface}
\end{equation}
The first term is pumping and the second is backflow.

Assume that the spin relaxation time $\tau_s$ satisfies $\omega\tau_s\ll1$. The accumulation then follows the source at each instant, and (\ref{mu0}) holds for every vector component with the same coefficient. The solution has $\boldsymbol\mu_s$ parallel to $\mathbf m\times\dot{\mathbf m}$. It is thus wholly transverse to $\mathbf m$, and the subscript $\perp$ can be dropped.

For the dc part, write $\mathbf m=\cos\Theta\,\mathbf a+\sin\Theta\,\mathbf r$, with $\mathbf r$ a rotating unit vector perpendicular to $\mathbf a$. Then
\begin{equation}
\mathbf m\times\dot{\mathbf m}=\omega\left[\mathbf a-\cos\Theta\,\mathbf m\right]
=\omega\sin\Theta\left[\sin\Theta\,\mathbf a-\cos\Theta\,\mathbf r\right].
\end{equation}
The term in $\mathbf r$ averages to zero over a cycle. What remains is $F\mathbf a$, which confirms (\ref{pump}), and the dc form of (\ref{interface}) is
\begin{equation}
j(0)=\frac{g}{4\pi}\left[F-\mu_s(0)\right].
\end{equation}

\subsection{The voltage}

Inserting (\ref{mu0}) and using $(g/4\pi)(4\lambda/\sigma)=G$ gives
\begin{equation}
j(0)=j_{\rm p}-G\coth x\,j(0)
\quad\Longrightarrow\quad
j(0)=\frac{j_{\rm p}}{1+G\coth x}.
\label{net}
\end{equation}
The rest of the tempting calculation survives with $j_{\rm p}$ replaced by this net current. Since $(2\theta L/\sigma)(g/4\pi)=\theta LG/2\lambda$, the voltage is
\begin{equation}
V=U\,\frac{G\tanh(x/2)}{x\,(1+G\coth x)},\qquad
U=\frac{\theta L}{2\lambda}\,\omega\sin^2\Theta .
\label{V}
\end{equation}
For $x\ll1$ the approximations $\tanh(x/2)\approx x/2$ and $\coth x\approx1/x$ give
\begin{equation}
V\approx\frac{UG}{2}\,\frac{x}{x+G}.
\end{equation}
The voltage now vanishes linearly once $x\ll G$. For $x\gg1$ it falls as $1/x$, because the extra metal adds conductance but hardly any spin current. A maximum must lie between.

\subsection{One maximum for every $G$}

Take the logarithmic derivative of (\ref{V}) at fixed $G$. The derivative of $\ln\tanh(x/2)$ is $1/\sinh x$, and that of $\coth x$ is $-1/\sinh^2x$, so
\begin{equation}
\frac{d\ln V}{dx}=\frac1{\sinh x}-\frac1x+
\frac{G}{\sinh x\,(\sinh x+G\cosh x)}.
\end{equation}
Multiplication by the positive quantity $\sinh x$ gives
\begin{equation}
\sinh x\,\frac{d\ln V}{dx}=
\frac{1}{\cosh x+G^{-1}\sinh x}-s(x),\qquad
s(x)=\frac{\sinh x}{x}-1 .
\label{derivative}
\end{equation}
The first term decreases from 1 towards 0. The function $s=x^2/6+x^4/120+\cdots$ has positive coefficients and increases from 0 without limit. Their difference therefore changes sign once, from positive to negative: there is one maximum, at $x^*$. Raising $G$ raises the first term and leaves $s$ alone, so $x^*$ grows with $G$. Setting (\ref{derivative}) to zero and solving for $G$ gives
\begin{equation}
G=\frac{s\sinh x^*}{1-s\cosh x^*},\qquad s=s(x^*).
\label{optimum}
\end{equation}

\subsection{Strong backflow}

For $G\to\infty$, use $\tanh(x/2)=(\cosh x-1)/\sinh x$ in (\ref{V}):
\begin{equation}
V\to U\,\frac{\tanh(x/2)\tanh x}{x}
=U\,\frac{1-\operatorname{sech}x}{x}.
\label{strong}
\end{equation}
Both $g$ and $\sigma$ have dropped out. The interface accumulation is pinned at $F$, and the metal draws the spin current that this accumulation can drive. That current is proportional to $\sigma$, which cancels against the film's conductance.

The optimum follows from (\ref{derivative}) with $G^{-1}=0$, that is $s\cosh x=1$:
\begin{equation}
\frac{\sinh x}{x}=\frac{\cosh x+1}{\cosh x}
\quad\Longrightarrow\quad
x=\frac{\sinh x\cosh x}{1+\cosh x}=\tanh\frac x2\,\cosh x .
\end{equation}
Because $\tanh(x/2)(1+\cosh x)=\sinh x$, this is the same as
\begin{equation}
x=\sinh x-\tanh\frac x2,\qquad x_\infty=1.5055 .
\label{root}
\end{equation}
The voltage is thus largest near 1.5 spin diffusion lengths when backflow is strong. There $(1-\operatorname{sech}x)/x=0.3833$.

The approach to this limit follows from (\ref{optimum}) written as $1-s\cosh x=s\sinh x/G$. Put $x=x_\infty-\delta$ and expand the left side to first order in $\delta$. On the right, $s\sinh x=\tanh x$ at $x_\infty$, because $s=1/\cosh x$ there. Hence
\begin{equation}
x^*\approx x_\infty-\frac{c}{G},\qquad
c=\left.\frac{\tanh x}{s'\cosh x+\tanh x}\right|_{x_\infty}=0.380,
\label{large}
\end{equation}
with $s'=(x\cosh x-\sinh x)/x^2$.

\subsection{Weak backflow}

For $G\ll1$ the optimum is thin. Suppose $G\ll x\ll1$. The first term of (\ref{derivative}) is then about $G/x$, while $s\approx x^2/6$. Equating them gives
\begin{equation}
x^*\approx(6G)^{1/3},
\end{equation}
which is indeed much larger than $G$. The tempting answer, an optimum at zero thickness, is recovered in the limit $G\to0$, but the cube root makes the approach slow. Direct maximization of (\ref{V}) gives:
\begin{center}
\begin{tabular}{c|cccccc}
$G$ & 0.1 & 0.3 & 1 & 3 & 10 & 100\\ \hline
$x^*$ & 0.771 & 1.014 & 1.256 & 1.399 & 1.470 & 1.502
\end{tabular}
\end{center}
To come within 5\% of $x_\infty$, $G$ must reach about 4.5.

\section{What strong backflow requires}

A transparent interface is not sufficient, since $G$ also depends on the metal. In a free-electron metal with Fermi wave number $k$ and mean free path $\ell$, the number of channels per area and spin is the area of the Fermi disc over $(2\pi)^2$. The conductivity is the density $k^3/3\pi^2$ times the collision time $\ell/k$:
\begin{equation}
g_{\rm Sh}=\frac{\pi k^2}{4\pi^2}=\frac{k^2}{4\pi},\qquad
\sigma=\frac{k^2\ell}{3\pi^2}=\frac{4g_{\rm Sh}\ell}{3\pi}.
\end{equation}
Substitution into (\ref{G}) gives
\begin{equation}
G=\frac34\,\frac{g}{g_{\rm Sh}}\,\frac{\lambda}{\ell}.
\label{transparent}
\end{equation}
With $g$ comparable to $g_{\rm Sh}$, the strong-backflow limit also needs $\lambda\gg\ell$: an electron must scatter many times before it loses its spin, and so has many chances to return to the interface. The approach is gradual. For $g=g_{\rm Sh}$ and $\lambda=2\ell$, 63\% of the pumped spin already returns at the optimum, which then lies at $1.32\lambda$.

The $g$ used here belongs with the diffusion equation. It is related to the bare scattering value $g_0$ by $1/g=1/g_0-1/(2g_{\rm Sh})$, which removes a contact resistance already present in the channel count. For $k=11\ \mathrm{nm}^{-1}$, $g_{\rm Sh}=9.6\ \mathrm{nm}^{-2}$, and $g=10\ \mathrm{nm}^{-2}$ corresponds to $g_0=6.6\ \mathrm{nm}^{-2}$.

\section{Numbers for the film}

In laboratory units (\ref{G}) reads $G=2g\lambda\sigma^{-1}e^2/h$. With $e^2/h=3.874\times10^{-5}$ S,
\[
G=2(10^{19}\,\mathrm m^{-2})(2\times10^{-9}\,\mathrm m)
(2\times10^{-6}\,\Omega\,\mathrm m)(3.874\times10^{-5}\,\mathrm S)=3.10 .
\]
Equation (\ref{optimum}) then gives $x^*=1.40$, or $t^*=2.80$ nm (28.0 \AA). The expansion (\ref{large}) gives $1.506-0.380/3.10=1.383$, about 1\% lower.

The quantum $\hbar\omega$ is $41.36\ \mu$eV, and $\sin^2 0.5^\circ=7.615\times10^{-5}$, so $F=3.149$ neV. The voltage scale is
\[
U=\frac{0.15\times(3\times10^{6}\ \mathrm{nm})}{2\times2\ \mathrm{nm}}\times3.149\ \mathrm{nV}=354\ \mu\mathrm V .
\]
At the optimum $\tanh(x/2)=0.605$ and $G\coth x=3.50$, hence
\[
V=354\ \mu\mathrm V\times\frac{3.10\times0.605}{1.40\times4.50}\approx105\ \mu\mathrm V .
\]
The returned fraction of the pumped current is $3.50/4.50=0.78$, and the interface accumulation is the same fraction of $F$, 2.45 neV. The tempting solution would need $3.50F=11.0$ neV at this thickness, above the value at which net flow stops. It would also predict $UG/2\approx549\ \mu$V for a vanishingly thin film, where (\ref{V}) gives zero.

The limit (\ref{strong}) allows at most $354\times0.3833=136\ \mu$V, so this film is at 78\% of the ceiling for its $\lambda$, $\theta$, $L$ and $F$. The maximum is broad: the voltage stays above 95\% of its peak from 2.0 to 3.9 nm. At 3 nm, which is $1.5\lambda$, it is 0.2\% below the peak. The position of the maximum is therefore a poor measure of $\lambda$ when voltages carry errors of a few per cent.

As a test, the diffusion equation with the backflow condition was solved on a mesh of 200 cells. Its optimum agreed with (\ref{optimum}) to within $2\times10^{-4}$ in $t/\lambda$, and going from 100 to 200 cells moved it by $4\times10^{-5}$ nm.

\section{Real films and the fixed cone angle}

The parameters are rough values for beta-tungsten on yttrium iron garnet at room temperature, with a mixing conductance chosen on the large side. The result is sensitive to this choice: $g=3\ \mathrm{nm}^{-2}$ gives an optimum of 2.49 nm and $70\ \mu$V, and $g=1\ \mathrm{nm}^{-2}$ gives 2.04 nm and $36\ \mu$V. A platinum-like film with $\lambda=1.5$ nm, $40\ \mu\Omega$\,cm and the same $g$ has $G=0.46$. The formula then puts the optimum at $1.11\lambda=1.66$ nm, below 1.5 diffusion lengths. This only illustrates the effect of a smaller $G$: with the free-electron estimate used above, the mean free path would be 2.5 nm, longer than both $\lambda$ and the film, and diffusion theory would not give a reliable thickness.

When the magnet is thin, the result depends strongly on the assumption of a fixed cone angle. Suppose that the microwave field is fixed instead. Pumping removes energy at the rate $\omega j(0)$ per area. Equate this to the Gilbert loss $\alpha_{\rm p}(Md/\gamma)\,\omega^2\sin^2\Theta$ of a magnet with thickness $d$, magnetization $M$ and gyromagnetic ratio $\gamma$. By (\ref{net}) the added damping is
\begin{equation}
\alpha_{\rm p}=\frac{\gamma}{4\pi Md}\,\frac{g}{1+G\coth x}.
\end{equation}
It grows with metal thickness. At resonance and small angle $\Theta\propto1/(\alpha_0+\alpha_{\rm p})$, with $\alpha_0$ the damping of the bare magnet, so (\ref{V}) acquires the factor $(\alpha_0+\alpha_{\rm p})^{-2}$, which favours thinner metal. Take $\alpha_0=2\times10^{-4}$ and $M=140$ kA/m. For $d=4\ \mu$m, $\alpha_{\rm p}=5.9\times10^{-6}$ at 2.8 nm of metal, and the optimum moves only to 2.76 nm. For $d=20$ nm, $\alpha_{\rm p}=1.2\times10^{-3}$ exceeds $\alpha_0$, and the formal optimum falls to 0.24 nm. That is below the mean free path of 0.50 nm, where diffusion theory no longer holds. The number is not a design value. But the voltage already rises towards thinner metal at thicknesses above the mean free path: at 1 nm it is 1.6 times its value at 2.8 nm. For these values the optimum near $1.5\lambda$ is therefore lost. How far it moves depends on $\alpha_{\rm p}/\alpha_0$, and $\alpha_0$ must stand for the whole linewidth of the bare magnet, inhomogeneous broadening included. For the same 20 nm magnet the optimum lies at 1.3 nm if $\alpha_0=10^{-3}$ and at 2.0 nm if $\alpha_0=2\times10^{-3}$.

Other corrections were evaluated at fixed cone angle:
\begin{itemize}
\item Surface scattering, modelled by a resistivity factor $1+3\ell/8t$ with $\theta$ fixed, moves the optimum to 2.77 nm if $\lambda$ is constant, and to 2.38 nm if $\lambda$ shrinks in inverse proportion to the resistivity. The factor is a thick-film estimate, applied here to spin and charge transport alike; the full Fuchs expression for diffuse surfaces gives 2.32 nm in the second case. If surface scattering raises only the resistance along the film, the optimum is near 2.6 nm.
\item The spin current driven by the Hall field itself lowers the voltage at 2.80 nm by 1.9\% and moves the optimum to 2.82 nm. This counts the dc field between the electrodes only; if the ac Hall field along $\mathbf a$ also builds up in open circuit, the reduction is 1.7\% and the optimum stays at 2.82 nm.
\item An imaginary mixing conductance of 5\% of $g$ changes the voltage by 0.04\%. The free-electron estimate $\omega\tau_s\approx10^{-3}$ supports the instantaneous treatment.
\end{itemize}
The circular cone is itself an idealization. In a garnet film magnetized in its plane, with $M=140$ kA/m and at 10 GHz, the precession is elliptical with an axis ratio of about 1.28. If $0.5^\circ$ is the larger amplitude, $F$ and the voltage are 22\% lower, while the optimum thickness at fixed amplitude is unchanged. Effects not sized here include spin loss at the interface, rectification of microwave currents in the metal, and departures from diffusion in a film for which $\ell/t^*=0.18$. Further values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: diffusion length 2.0 nm, resistivity 200.0 uohm cm
Inputs: g 10.0 nm^-2, spin Hall angle magnitude 0.15
Inputs: 10.0 GHz, cone 0.5 deg, length 3.0 mm
Input: free-electron Fermi wave number 11.0 nm^-1
Strong-backflow optimum t/lambda = 1.50553
Strong-backflow shape maximum (1-sech x)/x = 0.38327
Large-G coefficient c = 0.3801
Optimum t/lambda at G = 0.1: 0.7707
Optimum t/lambda at G = 0.3: 1.0137
Optimum t/lambda at G = 1: 1.2564
Optimum t/lambda at G = 3: 1.3986
Optimum t/lambda at G = 10: 1.4696
Optimum t/lambda at G = 100: 1.5018
G needed for 95% of limiting optimum = 4.487
Example G = 3.0992
Example optimum t/lambda = 1.4016
Example optimum thickness = 2.8031 nm = 28.031 angstrom
Photon energy = 41.357 ueV
Axial pumping drive = 3.1494 neV
Interface spin accumulation at optimum = 2.4494 neV
Returned fraction of pumped spin current = 0.7777
Voltage at optimum = 105.328 uV
Strong-backflow voltage limit = 135.797 uV
Voltage at 1 nm = 69.795 uV
Voltage at 2 nm = 100.099 uV
Voltage at 3 nm = 105.101 uV
Voltage at 5 nm = 89.971 uV
Voltage at 10 nm = 52.854 uV
95% voltage window = 1.997 to 3.896 nm
Mesh optimum shift, 100 to 200 cells = 4.47e-05 nm
Platinum-like inputs: 1.5 nm, 40.0 uohm cm, same g
Platinum-like G = 0.4649, optimum t/lambda = 1.1091
Platinum-like optimum thickness = 1.6637 nm
Sharvin conductance = 9.629 nm^-2
Bare mixing conductance for this g = 6.582 nm^-2
Optimum if bare g were used = 2.7172 nm
Mean free path = 0.5026 nm, path/thickness = 0.1793
Frequency times spin relaxation time = 1.178e-03
Voltage change, finite relaxation time = 3.11e-05 %
Voltage change, imaginary g at 5% of g = 0.0431 %
Voltage change, spin Hall feedback = -1.9050 %
Optimum with spin Hall feedback = 2.8184 nm
Surface scattering, fixed lambda: optimum 2.7746 nm
Surface scattering, lambda*rho fixed: 2.3837 nm
Magnet inputs: damping 0.0002, magnetization 140 kA/m
Magnet 4000 nm: pumped damping at 2.80 nm metal = 5.858e-06
Fixed microwave field, this magnet: optimum 2.7567 nm
Magnet 20 nm: pumped damping at 2.80 nm metal = 1.172e-03
Fixed microwave field, this magnet: optimum 0.2443 nm
\end{verbatim}
